# Half-Integer Pseudorotation from the Electronic Sign Change in the E-e Problem: verification in Python

```python
"""
Result under test: in the linear E-e Jahn-Teller problem the electronic sign
change round the conical intersection makes the pseudorotation quantum
number j half-integer: j = +-1/2, +-3/2, ...

H = -(1/2) Laplacian + rho^2/2 + k (x sigma_z + y sigma_x)
Energies are in units of hbar*omega, lengths in oscillator lengths.
k   : dimensionless linear vibronic coupling
rho : distance from the conical intersection, phi : angle round it
J   = -i d/dphi + sigma_y/2, the conserved vibronic angular momentum
At strong coupling the lowest level of each j is
E_j = -k^2/2 + 1/2 + j^2/(2 k^2) + 3 j^2/(4 k^4) + O(k^-6).
"""
import numpy as np
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.sparse import diags, identity, kron, csc_matrix
from scipy.sparse.linalg import eigsh

SZ = np.array([[1.0, 0.0], [0.0, -1.0]])
SX = np.array([[0.0, 1.0], [1.0, 0.0]])
SY = np.array([[0.0, -1.0j], [1.0j, 0.0]])
rng = np.random.default_rng(7)


def electronic_loop(center_x, radius, points):
    """Overlaps of neighbouring lower electronic states on a closed loop.
    Every state gets a random sign, so no sign convention is built in."""
    theta = 2 * np.pi * np.arange(points) / points
    states = []
    for t in theta:
        x, y = center_x + radius * np.cos(t), radius * np.sin(t)
        vec = np.linalg.eigh(x * SZ + y * SX)[1][:, 0]
        states.append(vec * rng.choice([-1.0, 1.0]))
    states = np.array(states)
    return np.sum(states * np.roll(states, -1, axis=0), axis=1)


def ring_labels(overlaps, count):
    """Free motion on a ring; each hop carries the sign of the electronic
    overlap. Returns sqrt(2E), the size of the angular quantum number."""
    n = len(overlaps)
    step = 2 * np.pi / n
    h = np.eye(n) / step**2
    for i in range(n):
        nxt = (i + 1) % n
        h[i, nxt] = h[nxt, i] = -np.sign(overlaps[i]) / (2 * step**2)
    energy = eigh(h, eigvals_only=True, subset_by_index=[0, count - 1])
    return np.sqrt(2 * np.abs(energy))


def cartesian_problem(k, max_quanta):
    """Full two-state H and J in products of x and y oscillator states."""
    n1 = max_quanta + 1
    a = np.diag(np.sqrt(np.arange(1, n1)), 1)
    one = np.eye(n1)
    ax, ay = np.kron(a, one), np.kron(one, a)
    nx, ny = np.divmod(np.arange(n1 * n1), n1)
    keep = np.flatnonzero(nx + ny <= max_quanta)
    cut = np.ix_(keep, keep)
    x = ((ax + ax.T) / np.sqrt(2))[cut]
    y = ((ay + ay.T) / np.sqrt(2))[cut]
    lz = 1j * (ax @ ay.T - ax.T @ ay)[cut]
    number = np.diag((nx + ny)[keep] + 1.0)
    h = np.kron(number, np.eye(2)) + k * (np.kron(x, SZ) + np.kron(y, SX))
    jop = np.kron(lz, np.eye(2)) + np.kron(np.eye(len(keep)), SY / 2)
    return h, jop


def chain_energy(k, j):
    """Lowest exact level of one j > 0 from the circular-quanta chain."""
    size = int(k * k) + 200
    l = int(round(j - 0.5))
    i = np.arange(size)
    m = i[:-1] // 2
    coupling = k * np.sqrt(np.where(i[:-1] % 2 == 0, l + m + 1, m + 1))
    return eigh_tridiagonal(l + 1.0 + i, coupling, eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


def radial_grid(k, h=0.01):
    """Midpoint grid and -(1/(2 rho)) d/drho rho d/drho, symmetrized."""
    n = int(round((k + 7) / h))
    rho = (np.arange(n) + 0.5) * h
    edge = np.arange(1, n) * h
    off = -edge / (2 * h**2 * np.sqrt(rho[:-1] * rho[1:]))
    return rho, np.full(n, 1 / h**2), off


def lower_sheet_energy(k, label):
    """Lowest level on the lower sheet alone, for any angular label."""
    rho, main, off = radial_grid(k)
    pot = (label**2 + 0.25) / (2 * rho**2) + rho**2 / 2 - k * rho
    return eigh_tridiagonal(main + pot, off, eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


def coupled_radial_energy(k, j):
    """Lowest level of the two radial equations coupled by sigma_y."""
    rho, main, off = radial_grid(k)
    scalar = diags([off, main + rho**2 / 2, off], [-1, 0, 1])
    angular = (j**2 + 0.25) * np.eye(2) - j * SY
    h = (kron(scalar, identity(2)) + kron(diags(k * rho), SZ)
         + kron(diags(1 / (2 * rho**2)), angular))
    return eigsh(csc_matrix(h), k=1, sigma=-k**2 / 2 - 0.5,
                 return_eigenvectors=False)[0]


def series_energy(k, j):
    return -k**2 / 2 + 0.5 + j**2 / (2 * k**2) + 3 * j**2 / (4 * k**4)


# Electronic sign change and its effect on motion round a ring
around = electronic_loop(0.0, 1.0, 600)
aside = electronic_loop(2.0, 1.0, 600)
sign_around = np.prod(np.sign(around))
sign_aside = np.prod(np.sign(aside))
assert sign_around == -1 and sign_aside == 1
labels_around = ring_labels(around, 6)
labels_aside = ring_labels(aside, 5)
assert np.allclose(labels_around, [0.5, 0.5, 1.5, 1.5, 2.5, 2.5], atol=1e-3)
assert np.allclose(labels_aside, [0, 1, 1, 2, 2], atol=1e-3)

# Turning of the electronic state: squared length of its phi derivative
turning = np.mean(1 - around**2) / (2 * np.pi / 600)**2
assert abs(turning - 0.25) < 1e-4

# Full problem, with no angular label assumed
k = 3.0
quantum_meV = 40.0
H, J = cartesian_problem(k, 30)
commutator = np.max(np.abs(H @ J - J @ H))
assert commutator < 1e-10
levels, vectors = eigh(H, subset_by_index=[0, 7])
half = [0.5, 1.5, 2.5, 3.5]
exact, found_j = [], []
for p in range(4):
    assert abs(levels[2 * p] - levels[2 * p + 1]) < 1e-8
    pair = vectors[:, 2 * p:2 * p + 2]
    jpair = np.linalg.eigvalsh(pair.conj().T @ J @ pair)
    assert np.allclose(jpair, [-half[p], half[p]], atol=1e-6)
    exact.append(levels[2 * p])
    found_j.append(jpair)
exact = np.array(exact)

chain = np.array([chain_energy(k, j) for j in half])
coupled = np.array([coupled_radial_energy(k, j) for j in half])
lower = np.array([lower_sheet_energy(k, j) for j in half])
series = np.array([series_energy(k, j) for j in half])
assert np.allclose(chain, exact, atol=1e-8)
# second-order finite differences with step 0.01 limit this comparison
assert np.allclose(coupled, exact, atol=5e-5)
assert np.all(lower > exact)
assert np.all(lower[:3] - exact[:3] < 0.01)

# Control: integer labels on the same lower sheet miss the true levels
integer = np.array([lower_sheet_energy(k, m) for m in (0, 1, 2)])
for value in integer[:2]:
    assert np.min(np.abs(value - exact)) > 0.01

# Half-integer labels also hold at weak coupling
H_weak, J_weak = cartesian_problem(0.5, 14)
e_weak, v_weak = eigh(H_weak, subset_by_index=[0, 1])
j_weak = np.linalg.eigvalsh(v_weak.conj().T @ J_weak @ v_weak)
assert np.allclose(j_weak, [-0.5, 0.5], atol=1e-6)
assert abs(e_weak[0] - chain_energy(0.5, 0.5)) < 1e-8

# Order of the remainder of the strong-coupling series
orders = []
for j in (0.5, 1.5):
    rest = [abs(chain_energy(q, j) - series_energy(q, j)) for q in (10., 20.)]
    orders.append(np.log2(rest[0] / rest[1]))
assert all(abs(order - 6) < 0.3 for order in orders)

# Ratio of intervals: 3 for a rotor with half-integer labels
ratios = {}
for q in (0.5, 3.0, 10.0, 20.0):
    e = [chain_energy(q, j) for j in half[:3]]
    ratios[q] = (e[2] - e[0]) / (e[1] - e[0])
assert abs(ratios[20.0] - 3) < 0.01
assert abs(ratios[20.0] - 3) < abs(ratios[10.0] - 3)
assert abs(ratios[0.5] - 3) > 0.3

print("Energies in hbar*omega, lengths in oscillator lengths")
print(f"Loop round the intersection, electronic sign: {sign_around:+.0f}")
print(f"Loop beside the intersection, electronic sign: {sign_aside:+.0f}")
print("Ring labels, loop round it:", np.round(labels_around, 3))
print("Ring labels, loop beside it:", np.round(labels_aside, 3))
print(f"Squared phi derivative of electronic state: {turning:.5f}")
print(f"Input coupling k: {k:.1f} (dimensionless)")
print(f"Input vibrational quantum: {quantum_meV:.1f} meV")
print(f"Trough radius: {k:.1f} oscillator lengths")
print(f"Jahn-Teller energy: {k**2 / 2:.3f} hbar*omega")
print(f"Jahn-Teller energy: {k**2 / 2 * quantum_meV:.1f} meV")
print(f"Rotor constant 1/(2k^2): {1 / (2 * k**2):.5f} hbar*omega")
print(f"Largest element of [H,J]: {commutator:.1e} hbar*omega")
for p, j in enumerate(half):
    print(f"Doublet {p + 1}: J = {found_j[p][0]:+.4f}, {found_j[p][1]:+.4f}")
    print(f"  full diagonalization {exact[p]:.6f} hbar*omega")
    print(f"  coupled radial       {coupled[p]:.6f} hbar*omega")
    print(f"  lower sheet only     {lower[p]:.6f} hbar*omega")
    print(f"  series to k^-4       {series[p]:.6f} hbar*omega")
for m, value in enumerate(integer):
    print(f"Integer control, label {m}: {value:.6f} hbar*omega")
gap = exact[1] - exact[0]
print(f"Interval j=1/2 to 3/2: {gap:.6f} hbar*omega")
print(f"Interval j=1/2 to 3/2: {gap * quantum_meV:.3f} meV")
print(f"Weak coupling k=0.5, ground J: {j_weak[0]:+.4f}, {j_weak[1]:+.4f}")
print(f"Weak coupling k=0.5, ground energy: {e_weak[0]:.6f} hbar*omega")
for q, ratio in ratios.items():
    print(f"Interval ratio (5/2-1/2)/(3/2-1/2), k={q:.1f}: {ratio:.4f}")
print(f"Remainder order in 1/k, j=1/2: {orders[0]:.3f}")
print(f"Remainder order in 1/k, j=3/2: {orders[1]:.3f}")
print("all assertions hold")
```

It prints:

```
Energies in hbar*omega, lengths in oscillator lengths
Loop round the intersection, electronic sign: -1
Loop beside the intersection, electronic sign: +1
Ring labels, loop round it: [0.5 0.5 1.5 1.5 2.5 2.5]
Ring labels, loop beside it: [0. 1. 1. 2. 2.]
Squared phi derivative of electronic state: 0.25000
Input coupling k: 3.0 (dimensionless)
Input vibrational quantum: 40.0 meV
Trough radius: 3.0 oscillator lengths
Jahn-Teller energy: 4.500 hbar*omega
Jahn-Teller energy: 180.0 meV
Rotor constant 1/(2k^2): 0.05556 hbar*omega
Largest element of [H,J]: 8.5e-14 hbar*omega
Doublet 1: J = -0.5000, +0.5000
  full diagonalization -3.982885 hbar*omega
  coupled radial       -3.982888 hbar*omega
  lower sheet only     -3.982596 hbar*omega
  series to k^-4       -3.983796 hbar*omega
Doublet 2: J = -1.5000, +1.5000
  full diagonalization -3.854352 hbar*omega
  coupled radial       -3.854355 hbar*omega
  lower sheet only     -3.853391 hbar*omega
  series to k^-4       -3.854167 hbar*omega
Doublet 3: J = -2.5000, +2.5000
  full diagonalization -3.623120 hbar*omega
  coupled radial       -3.623124 hbar*omega
  lower sheet only     -3.621476 hbar*omega
  series to k^-4       -3.594907 hbar*omega
Doublet 4: J = -3.5000, +3.5000
  full diagonalization -3.313955 hbar*omega
  coupled radial       -3.313959 hbar*omega
  lower sheet only     -3.311773 hbar*omega
  series to k^-4       -3.206019 hbar*omega
Integer control, label 0: -3.999809 hbar*omega
Integer control, label 1: -3.932639 hbar*omega
Integer control, label 2: -3.748546 hbar*omega
Interval j=1/2 to 3/2: 0.128533 hbar*omega
Interval j=1/2 to 3/2: 5.141 meV
Weak coupling k=0.5, ground J: -0.5000, +0.5000
Weak coupling k=0.5, ground energy: 0.773787 hbar*omega
Interval ratio (5/2-1/2)/(3/2-1/2), k=0.5: 2.0338
Interval ratio (5/2-1/2)/(3/2-1/2), k=3.0: 2.7990
Interval ratio (5/2-1/2)/(3/2-1/2), k=10.0: 2.9987
Interval ratio (5/2-1/2)/(3/2-1/2), k=20.0: 2.9999
Remainder order in 1/k, j=1/2: 6.032
Remainder order in 1/k, j=3/2: 5.953
all assertions hold
```
